# Second variation is diagonalization in a truncated space, not perturbation theory: verification in Python

```python
"""Second variation is Rayleigh-Ritz diagonalization, not perturbation theory.

Claim under test: diagonalizing H0 + lam*W in the n lowest scalar eigenstates
per spin gives upper bounds to the one-step spinor eigenvalues of the same
basis, and equals them when all N scalar states are kept, for any lam.
H0: scalar Hamiltonian; W = w(r) L.S inside the sphere; lam: its strength.
Model: simple cubic crystal, one spherical well per cell, LAPW basis,
hartree atomic units. An independent plane-wave calculation checks the LAPW.
"""
import numpy as np
from math import factorial
from scipy.linalg import eigh
from scipy.integrate import solve_ivp
from scipy.special import spherical_jn, lpmv
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a, R, depth, width = 5.5, 2.5, 5.0, 1.5
lam = 0.2
k_max, g_max, l_max = 3.5, 6.0, 10
energy_l = [-2.0, -0.5] + [0.5] * (l_max - 1)
energy_lo = -0.6
omega = a**3
k_frac = np.array([0.0, 0.0, 0.5])

x_gl, w_gl = np.polynomial.legendre.leggauss(60)
r = 0.5 * R * (x_gl + 1)
wr = 0.5 * R * w_gl


def so_shape(s):
    return np.exp(-(s / width)**2)


def potential(s):
    return -depth * (so_shape(s) - so_shape(R))


def p_half_potential(s):
    # L.S = -1 for p1/2
    return potential(s) - lam * so_shape(s)


def radial_pair(l, energy, pot):
    """Radial solution u and its energy derivative, on the nodes and at R."""
    def rhs(s, y):
        g, dg, h, dh = y
        q = 2 * (pot(s) - energy)
        c = 2 * (l + 1) / s
        return [dg, q * g - c * dg, dh, q * h - 2 * g - c * dh]
    r0 = 1e-4
    start = [1.0, 2 * (pot(0.0) - energy) * r0 / (2 * l + 3),
             0.0, -2 * r0 / (2 * l + 3)]
    pts = np.append(r, R)
    sol = solve_ivp(rhs, (r0, R), start, method="DOP853", t_eval=pts,
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    g, dg, h, dh = sol.y
    f = np.array([g, h]) * pts**l
    df = np.array([dg, dh]) * pts**l + l * f / pts
    norm = np.sqrt(np.sum(wr * r**2 * f[0, :-1]**2))
    return f / norm, df / norm


def spherical_harmonic(l, m, cos_t, phi):
    am = abs(m)
    c = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - am) / factorial(l + am))
    y = c * lpmv(am, l, cos_t) * np.exp(1j * am * phi)
    return y if m >= 0 else (-1)**am * y.conj()


def wave_vectors(cutoff):
    t = np.arange(-8, 9)
    ints = np.array(np.meshgrid(t, t, t, indexing="ij")).reshape(3, -1).T
    vec = 2 * np.pi / a * (ints + k_frac)
    keep = np.linalg.norm(vec, axis=1) < cutoff
    return ints[keep], vec[keep]


def lapw_matrices():
    """H0, S and the up-up and up-down blocks of W; last 3 functions are LOs."""
    _, K = wave_vectors(k_max)
    N = len(K)
    nb = N + 3
    kn = np.linalg.norm(K, axis=1)
    cos_t, phi = K[:, 2] / kn, np.arctan2(K[:, 1], K[:, 0])
    d = np.linalg.norm(K[:, None] - K[None], axis=2) * R
    ds = np.where(d < 1e-9, 1.0, d)
    ratio = np.where(d < 1e-9, 1 / 3, spherical_jn(1, ds) / ds)
    theta = np.eye(N) - 4 * np.pi * R**3 / omega * ratio
    S, H, UU, UD = (np.zeros((nb, nb), complex) for _ in range(4))
    S[:N, :N] = theta
    H[:N, :N] = 0.5 * (K @ K.T) * theta
    for l in range(l_max + 1):
        f, df = radial_pair(l, energy_l[l], potential)
        match = np.array([f[:, -1], df[:, -1]])
        target = np.array([spherical_jn(l, kn * R),
                           kn * spherical_jn(l, kn * R, derivative=True)])
        coef = np.linalg.solve(match, target)
        if l == 1:
            f3, df3 = radial_pair(1, energy_lo, p_half_potential)
            mix = np.linalg.solve(match, -np.array([f3[0, -1], df3[0, -1]]))
            lo = f3[0] + mix @ f
            dlo = df3[0] + mix @ df
            size = np.sqrt(np.sum(wr * r**2 * lo[:-1]**2))
            f, df = np.vstack([f, lo / size]), np.vstack([df, dlo / size])
        fi, dfi = f[:, :-1], df[:, :-1]
        over = (fi * wr * r**2) @ fi.T
        ham = (0.5 * (dfi * wr * r**2) @ dfi.T
               + 0.5 * l * (l + 1) * (fi * wr) @ fi.T
               + (fi * wr * r**2 * potential(r)) @ fi.T)
        so = (fi * wr * r**2 * so_shape(r)) @ fi.T
        C = {}
        for m in range(-l, l + 1):
            c = np.zeros((len(f), nb), complex)
            ang = spherical_harmonic(l, m, cos_t, phi).conj()
            c[:2, :N] = 4 * np.pi / np.sqrt(omega) * 1j**l * ang * coef
            if l == 1:
                c[2, N + 1 + m] = 1.0
            C[m] = c
        for m in range(-l, l + 1):
            left = C[m].conj().T
            S += left @ over @ C[m]
            H += left @ ham @ C[m]
            UU += 0.5 * m * left @ so @ C[m]
            if m > -l:
                step = np.sqrt(l * (l + 1) - m * (m - 1))
                UD += 0.5 * step * C[m - 1].conj().T @ so @ C[m]
    return N, H, S, UU, UD


def spinor(h0, uu, ud, strength):
    return np.block([[h0 + strength * uu, strength * ud],
                     [strength * ud.conj().T, h0 - strength * uu]])


def one_step(H, S, UU, UD, strength):
    return eigh(spinor(H, UU, UD, strength), np.kron(np.eye(2), S),
                eigvals_only=True)


N, H_all, S_all, UU_all, UD_all = lapw_matrices()
H, S, UU, UD = (M[:N, :N] for M in (H_all, S_all, UU_all, UD_all))
eps, vec = eigh(H, S)
uu = vec.conj().T @ UU @ vec
ud = vec.conj().T @ UD @ vec


def second_variation(n, strength):
    return np.linalg.eigh(spinor(np.diag(eps[:n]), uu[:n, :n],
                                 ud[:n, :n], strength))


# Lowest p-like doublet: spinor level 2 (levels 0 and 1 are s-like).
assert abs(eps[3] - eps[2]) < 1e-7 and eps[2] - eps[1] > 1e-3
full = one_step(H, S, UU, UD, lam)
target = full[2]
sizes = [n for n in (4, 10, 20, 40, 80) if n < N] + [N]
levels = [second_variation(n, lam)[0] for n in sizes]
for low, high in zip(levels[1:], levels[:-1]):
    assert np.all(low[:8] <= high[:8] + 1e-9)
for lev in levels:
    assert np.all(lev[:8] >= full[:8] - 1e-9)
assert np.max(np.abs(levels[-1] - full)) < 1e-7
sv_error = [lev[2] - target for lev in levels]
assert sv_error[0] > 1e-6

# Leading estimate of the energy missing from the four-state calculation.
e4, v4 = second_variation(4, lam)
psi = np.zeros(2 * N, complex)
psi[:4], psi[N:N + 4] = v4[:4, 2], v4[4:, 2]
W = spinor(np.zeros((N, N)), uu, ud, 1.0)
discarded = np.r_[4:N, N + 4:2 * N]
eps2 = np.r_[eps, eps]
coupling = lam * (W @ psi)[discarded]
estimate = np.sum(np.abs(coupling)**2 / (eps2[discarded] - e4[2]))
assert abs(estimate / sv_error[0] - 1) < 0.25

# Closed root of the axial p shell, with parameters read from the LAPW states.
delta = eps[1] - eps[2]
p1 = 2 * np.max(np.linalg.eigvalsh(uu[2:4, 2:4]))
q1 = np.sqrt(2) * np.linalg.norm(ud[1, 2:4])
p, q = lam * p1, lam * q1
root = eps[2] + 0.5 * (delta - p/2) - 0.5*np.sqrt((delta + p/2)**2 + 2*q*q)
assert abs(root - e4[2]) < 1e-7
lam_c = abs(delta) / np.sqrt(p1**2 / 4 + 2 * q1**2)
assert lam > 1.5 * lam_c

# Rayleigh-Schroedinger series of the z-like spin-up state in all N states.
orders = 60
gap = eps[1] - eps2
keep = np.ones(2 * N, bool)
keep[[1, N + 1]] = False
resolvent = np.zeros(2 * N)
resolvent[keep] = 1 / gap[keep]
state = [np.eye(2 * N, dtype=complex)[1]]
series = [eps[1]]
for order in range(1, orders + 1):
    wpsi = W @ state[-1]
    series.append(wpsi[1].real)
    rest = wpsi - sum(series[j] * state[order - j] for j in range(1, order))
    state.append(resolvent * rest)
series = np.array(series)
assert abs(series[1]) < 1e-8


def partial_sum(order, strength):
    return np.sum(series[:order + 1] * strength**np.arange(order + 1))


inside = 0.5 * lam_c
exact_inside = one_step(H, S, UU, UD, inside)[2]
inside_error = {m: partial_sum(m, inside) - exact_inside for m in (2, 8, 40)}
assert abs(inside_error[40]) < 1e-8
pt_error = {m: partial_sum(m, lam) - target for m in (2, 4, 8, 16, 32)}
assert abs(pt_error[32]) > abs(pt_error[16]) > abs(sv_error[0])
assert abs(pt_error[2]) > 2 * sv_error[0]
tail = np.arange(40, orders + 1)
growth = (np.abs(series[tail]) * tail**1.5 / abs(delta))**(1 / tail)
lam_c_series = 1 / np.max(growth)
assert abs(lam_c_series / lam_c - 1) < 0.10

# Powers of the errors for very weak coupling.
weak = 0.02 * lam_c
sv_weak, pt_weak = [], []
for s in (weak, weak / 2):
    exact = second_variation(N, s)[0][2]
    sv_weak.append(second_variation(4, s)[0][2] - exact)
    pt_weak.append(partial_sum(2, s) - exact)
sv_ratio, pt_ratio = sv_weak[0] / sv_weak[1], pt_weak[0] / pt_weak[1]
assert abs(sv_ratio - 4) < 0.3 and abs(pt_ratio - 8) < 0.6


def plane_wave_levels():
    """Scalar and spinor levels without spheres matching or partial waves."""
    ints, K = wave_vectors(g_max)
    sq = np.sum(ints**2, axis=1)
    n2 = sq[:, None] + sq[None] - 2 * ints @ ints.T
    qs = np.maximum(2*np.pi/a * np.sqrt(np.arange(n2.max() + 1)), 1e-6)
    qr = qs[:, None] * r
    pref = 4 * np.pi / omega
    v_q = pref * spherical_jn(0, qr) @ (wr * r**2 * potential(r))
    grad = -pref * (spherical_jn(1, qr) @ (wr * r**3 * so_shape(r))) / qs
    h0 = np.diag(0.5 * np.sum(K**2, axis=1)) + v_q[n2]
    kx, ky, kz = K.T
    fac = 0.5j * grad[n2]
    lx = fac * (np.outer(ky, kz) - np.outer(kz, ky))
    ly = fac * (np.outer(kz, kx) - np.outer(kx, kz))
    lz = fac * (np.outer(kx, ky) - np.outer(ky, kx))
    scalar = eigh(h0, eigvals_only=True, subset_by_index=[0, 3])
    both = eigh(spinor(h0, lz, lx - 1j * ly, lam), eigvals_only=True,
                subset_by_index=[0, 7])
    return len(K), scalar, both


n_pw, pw_scalar, pw_spinor = plane_wave_levels()
eps_lo = eigh(H_all, S_all, eigvals_only=True)
full_lo = one_step(H_all, S_all, UU_all, UD_all, lam)
assert np.max(np.abs(eps[:4] - pw_scalar)) < 2e-3
assert np.max(np.abs(full[:8] - pw_spinor)) < 2e-3
assert np.max(np.abs(full_lo[:8] - pw_spinor)) < 2e-3
drop_scalar = eps[1] - eps_lo[1]
drop_so = full[2] - full_lo[2]
assert drop_so > 3 * abs(drop_scalar)
assert abs(full_lo[2] - pw_spinor[2]) < abs(full[2] - pw_spinor[2])

print(f"lattice constant, sphere radius: {a}, {R} bohr")
print(f"well depth parameter: {depth} Ha; Gaussian width: {width} bohr")
print(f"spin-orbit strength lam: {lam} Ha")
print(f"LAPW cutoff: {k_max} 1/bohr; l_max: {l_max}; N = {N} functions")
print(f"linearization energies s, p, higher l: {energy_l[:3]} Ha")
print("scalar levels s, z, x, y:", np.round(eps[:4], 6), "Ha")
print(f"next scalar level: {eps[4]:.6f} Ha")
print(f"axial splitting Delta: {1000*delta:.4f} mHa")
print(f"spin-orbit parameters p, q: {1000*p:.4f}, {1000*q:.4f} mHa")
print("one-step doublets:", np.round(full[:8:2], 6), "Ha")
print(f"lowest p doublet, one-step: {target:.6f} Ha"
      f" = {target*HARTREE_EV:.4f} eV")
for n, err in zip(sizes, sv_error):
    shown = f"{1000*err:.5f}" if n < N else f"{1000*abs(err):.1e} (abs)"
    print(f"second variation n={n}: error {shown} mHa")
print(f"largest |difference| over all levels, n=N: "
      f"{1000*np.max(np.abs(levels[-1]-full)):.1e} mHa")
print(f"estimated four-state error: {1000*estimate:.5f} mHa")
print(f"four-state level: {e4[2]:.6f} Ha; closed root: {root:.6f} Ha")
print(f"predicted convergence radius lam_c: {1000*lam_c:.3f} mHa")
print(f"radius from series growth: {1000*lam_c_series:.3f} mHa")
print(f"lam/lam_c: {lam/lam_c:.3f}")
for m, err in pt_error.items():
    print(f"perturbation order {m} at lam: error {1000*err:.4e} mHa")
for m, err in inside_error.items():
    print(f"perturbation order {m} at lam_c/2: error {1000*err:.2e} mHa")
print(f"weak coupling 0.02 lam_c: {1000*weak:.4f} mHa")
print(f"weak errors, second variation n=4: {1000*sv_weak[0]:.3e} mHa; "
      f"second order: {1000*pt_weak[0]:.3e} mHa")
print(f"error ratio on halving lam: second variation {sv_ratio:.3f}, "
      f"second order {pt_ratio:.3f}")
print(f"plane waves: cutoff {g_max} 1/bohr, {n_pw} functions")
print(f"lowest p doublet, plane waves: {pw_spinor[2]:.6f} Ha")
print(f"lowest p doublet, LAPW + p1/2 LO: {full_lo[2]:.6f} Ha")
print(f"LAPW minus plane waves: {1000*(full[2]-pw_spinor[2]):.4f} mHa; "
      f"with LO: {1000*(full_lo[2]-pw_spinor[2]):.4f} mHa")
print(f"lowering by LO: with spin-orbit {1000*drop_so:.4f} mHa, "
      f"scalar {1000*drop_scalar:.4f} mHa")
print("done: every assertion held")
```

It prints:

```
lattice constant, sphere radius: 5.5, 2.5 bohr
well depth parameter: 5.0 Ha; Gaussian width: 1.5 bohr
spin-orbit strength lam: 0.2 Ha
LAPW cutoff: 3.5 1/bohr; l_max: 10; N = 118 functions
linearization energies s, p, higher l: [-2.0, -0.5, 0.5] Ha
scalar levels s, z, x, y: [-1.965563 -0.541767 -0.482806 -0.482806] Ha
next scalar level: 0.311965 Ha
axial splitting Delta: -58.9617 mHa
spin-orbit parameters p, q: 93.8955, 88.5533 mHa
one-step doublets: [-1.965563 -0.59923  -0.473321 -0.435951] Ha
lowest p doublet, one-step: -0.599230 Ha = -16.3059 eV
second variation n=4: error 0.56562 mHa
second variation n=10: error 0.32059 mHa
second variation n=20: error 0.14129 mHa
second variation n=40: error 0.05059 mHa
second variation n=80: error 0.01405 mHa
second variation n=118: error 2.7e-12 (abs) mHa
largest |difference| over all levels, n=N: 6.7e-09 mHa
estimated four-state error: 0.55981 mHa
four-state level: -0.598665 Ha; closed root: -0.598665 Ha
predicted convergence radius lam_c: 88.171 mHa
radius from series growth: 89.759 mHa
lam/lam_c: 2.268
perturbation order 2 at lam: error -9.1762e+00 mHa
perturbation order 4 at lam: error -3.0546e+01 mHa
perturbation order 8 at lam: error -7.9821e+02 mHa
perturbation order 16 at lam: error 1.8612e+05 mHa
perturbation order 32 at lam: error 2.3668e+10 mHa
perturbation order 2 at lam_c/2: error 4.19e-01 mHa
perturbation order 8 at lam_c/2: error -9.46e-04 mHa
perturbation order 40 at lam_c/2: error -1.78e-12 mHa
weak coupling 0.02 lam_c: 1.7634 mHa
weak errors, second variation n=4: 1.111e-05 mHa; second order: 3.626e-05 mHa
error ratio on halving lam: second variation 4.031, second order 7.978
plane waves: cutoff 6.0 1/bohr, 610 functions
lowest p doublet, plane waves: -0.599919 Ha
lowest p doublet, LAPW + p1/2 LO: -0.599892 Ha
LAPW minus plane waves: 0.6887 mHa; with LO: 0.0272 mHa
lowering by LO: with spin-orbit 0.6615 mHa, scalar 0.0050 mHa
done: every assertion held
```
